\section*{Van der Pauw errors from a contact inside a disk's edge}

\section*{Question}

A uniform conducting disk of radius $a$ carries four point contacts $A,B,C,D$, intended to sit on its edge at $0^\circ,90^\circ,180^\circ,270^\circ$. One of them lies a small distance $d$ inside the edge. How large are the resulting errors in the van der Pauw sheet resistance and in the Hall resistance, and how does each scale with $d$?

\section*{Answer}

\subsection*{Why the two errors scale differently}

Let $\mathbf J$ be the current per unit width and $n$ the sheet density of carriers of charge $q$. With drift velocity $\mathbf v$, mass $m$ and scattering time $\tau$, the steady force balance is $q(\mathbf E+\mathbf v\times\mathbf B)=m\mathbf v/\tau$. Putting $\mathbf J=nq\mathbf v$ and $\mathbf B=B\hat{\mathbf z}$, and using $-\mathbf J\times\hat{\mathbf z}=\hat{\mathbf z}\times\mathbf J$, gives
\begin{equation}
\mathbf E=R\,\mathbf J+R_{xy}\,\hat{\mathbf z}\times\mathbf J,\qquad R=\frac{m}{nq^2\tau},\quad R_{xy}=\frac{B}{nq}.
\label{law}
\end{equation}
These are SI expressions; in Gaussian units $R_{xy}=B/(nqc)$. The relative errors below do not depend on this choice.

No current crosses the edge away from the contacts, so $J_r=0$ there. Since $\hat{\mathbf z}\times\hat{\boldsymbol\theta}=-\hat{\mathbf r}$, the radial field at the edge is $E_r=-R_{xy}J_\theta$. At $B=0$ it vanishes: the potential has no radial slope, and a voltage probe moved inward by $d$ sees a change of order $d^2$. In a magnetic field the slope is the Hall field itself, and the change is of order $d$. The coefficients follow from the current pattern.

\subsection*{Sheet resistance}

The sheet resistance is taken at $B=0$. If a field is on, a Hall term linear in $d$ enters the readings, and they must be averaged over the two field directions for the result below to hold.

Measure positions in units of $a$, as complex numbers $z$ with $|z|\le1$. For a current source at $z_0$ consider
\[
u(z)=\ln|z-z_0|+\ln|1-z\bar z_0| .
\]
The second term is the image and is harmonic inside the disk. On the edge $z\bar z=1$, so $1-z\bar z_0=z(\bar z-\bar z_0)$, and
\[
r\,\partial_r u=\mathrm{Re}\left[\frac{z}{z-z_0}-\frac{\bar z_0}{\bar z-\bar z_0}\right]
=\mathrm{Re}\,\frac{z-z_0}{z-z_0}=1 .
\]
The last step uses the fact that a number and its conjugate have the same real part. The constant cancels between source and sink, so $\phi=-(RI/2\pi)(u_{\rm source}-u_{\rm sink})$ satisfies the edge condition. Near an interior source it gives the density $I/(2\pi\rho)$ at distance $\rho$, as it must.

If the observation point or the source is on the edge, $|1-z\bar z_0|=|z-z_0|$ and the two logarithms are equal. With at most one contact displaced, every source--probe pair has a member on the edge, so
\begin{equation}
V(z)=-\frac{RI}{\pi}\ln\frac{|z-z_{\rm source}|}{|z-z_{\rm sink}|}.
\label{V}
\end{equation}
Let $XY$ denote the distance between contacts $X$ and $Y$. Current from $A$ to $B$, and then from $B$ to $C$, gives
\begin{align}
R_1&=\frac{V_D-V_C}{I}=\frac R\pi\ln\frac{AC\cdot BD}{AD\cdot BC},\\
R_2&=\frac{V_A-V_D}{I}=\frac R\pi\ln\frac{AC\cdot BD}{AB\cdot CD}.
\end{align}

With all contacts on the edge, define
\begin{equation}
p=e^{-\pi R_1/R}=\frac{AD\cdot BC}{AC\cdot BD},\qquad
q_2=e^{-\pi R_2/R}=\frac{AB\cdot CD}{AC\cdot BD}.
\end{equation}
For four points in order on a circle, Ptolemy's theorem states $AB\cdot CD+AD\cdot BC=AC\cdot BD$, hence $p+q_2=1$. This is the van der Pauw equation. The experimenter solves
\begin{equation}
e^{-\pi R_1/R_{\rm app}}+e^{-\pi R_2/R_{\rm app}}=1
\label{vdp}
\end{equation}
for the apparent sheet resistance, whether or not the contacts are in place.

Now move $A$ to radius $1-\delta$, with $\delta=d/a$. If a contact on the edge is separated from $A$ by the angle $\gamma$, the original chord obeys $c^2=2(1-\cos\gamma)$. The new distance obeys
\begin{align}
c'^2&=(1-\delta)^2+1-2(1-\delta)\cos\gamma\nonumber\\
&=\delta^2+2(1-\delta)(1-\cos\gamma)
=(1-\delta)(c^2+\varepsilon),\qquad \varepsilon=\frac{\delta^2}{1-\delta}.
\label{chord}
\end{align}
Each of $R_1$ and $R_2$ contains a ratio of two distances from $A$, so the factor $1-\delta$, which carries the linear term, cancels.

For the symmetric positions $AC=BD=2$ and the other four chords are $\sqrt2$. Then
\[
R_1=R_2=\frac R\pi\ln\frac{2\sqrt{4+\varepsilon}}{\sqrt2\sqrt{2+\varepsilon}}
=\frac R\pi\left[\ln2+\frac12\ln\frac{1+\varepsilon/4}{1+\varepsilon/2}\right].
\]
Equation \eqref{vdp} reduces to $2e^{-\pi R_1/R_{\rm app}}=1$, or $R_{\rm app}=\pi R_1/\ln2$. Therefore
\begin{equation}
\boxed{\frac{R_{\rm app}}{R}=1+\frac{1}{2\ln2}\ln\frac{1+\varepsilon/4}{1+\varepsilon/2}
\simeq1-\frac{\delta^2}{8\ln2}}
\label{sheet}
\end{equation}
because the difference of the logarithms is $\varepsilon/4-\varepsilon/2=-\varepsilon/4$ at first order in $\varepsilon$.

\subsection*{Unequal contact angles}

The quadratic law does not rest on the symmetry. For general edge positions, \eqref{chord} changes $p$ and $q_2$ by
\[
\Delta p=\frac{p\,\varepsilon}{2}\left(\frac1{AD^2}-\frac1{AC^2}\right),\qquad
\Delta q_2=\frac{q_2\,\varepsilon}{2}\left(\frac1{AB^2}-\frac1{AC^2}\right).
\]
Write $R_{\rm app}=R(1+\eta)$. Each exponential in \eqref{vdp} is its value at $R$ raised to the power $1/(1+\eta)\simeq1-\eta$, so to first order
\[
\Delta p+\Delta q_2+\eta S=0,\qquad S=-p\ln p-q_2\ln q_2>0 .
\]
To evaluate the sum, set $b=1/(B-A)$, $c=1/(C-A)$ and $g=1/(D-A)$ with the undisplaced complex positions. This inversion turns the circle through $A$ into a straight line, with $c$ between $b$ and $g$. Since $|b-c|=BC/(AB\cdot AC)$ and $|b-g|=BD/(AB\cdot AD)$, their ratio is $p$, and so $c=q_2b+pg$. Using $p+q_2=1$,
\[
p|g|^2+q_2|b|^2-|q_2b+pg|^2=pq_2|b-g|^2 .
\]
The left side is $p/AD^2+q_2/AB^2-1/AC^2$. Hence
\begin{equation}
\frac{\Delta R}{R}\simeq-\frac{\varepsilon}{2S}\,\frac{p\,q_2\,BD^2}{AB^2\,AD^2}.
\label{general}
\end{equation}
At leading order the error is negative for every set of distinct edge positions. Setting $p=q_2=1/2$, $BD^2=4$ and $AB^2=AD^2=2$ recovers \eqref{sheet}. The expansion requires $\varepsilon$ to be small compared with the square of each chord from $A$; it fails when a neighbour is as close as the inset itself.

\subsection*{Hall resistance}

Send current from $A$ to $C$, both on the edge, and displace the voltage probe $B$ to a point $P$. The curl of \eqref{law} is
\begin{equation}
0=R(\nabla\times\mathbf J)_z+R_{xy}\nabla\cdot\mathbf J .
\label{curl}
\end{equation}
Inside the disk $\nabla\cdot\mathbf J=0$, so $\mathbf J$ is also free of curl. It obeys the same equations and edge condition as at $B=0$, and the pattern is independent of the field. The probe voltage is
\[
V_P-V_D=\int_P^D\mathbf E\cdot d\mathbf l
=R\int_P^D\mathbf J\cdot d\mathbf l+R_{xy}\int_P^D(J_x\,dy-J_y\,dx).
\]
The first term is even in $B$ and is removed by taking half the difference between the two field directions. The second integral is the current crossing the path from $P$ to $D$, counted positive from $A$ towards $C$. With $P$ on the edge this is all of $I$, and the Hall resistance is $R_{xy}$. With $P$ inside, the current passing between $P$ and the edge is missed.

By \eqref{V}, an edge source sends out a radial density $I/(\pi\rho)$, so the current it sends through a curve is $I/\pi$ times the angle the curve subtends at the source. The same holds for the sink. Between $B$ and $P$ the two contributions are given by the decreases of the base angles at $A$ and $C$ when triangle $ABC$ becomes $APC$. For unequally spaced contacts one base angle can grow instead, and its contribution is then negative. Since the angles of a triangle sum to $\pi$, the net decrease equals the increase of the apex angle (if $P$ crosses the chord $AC$, $\angle APC$ must be taken as the reflex angle):
\begin{equation}
\frac{I_{\rm lost}}{I}=\frac{\angle APC-\angle ABC}{\pi}.
\label{lost}
\end{equation}
For the symmetric disk $\angle ABC=\pi/2$ and $\angle APC=2\arctan[1/(1-\delta)]=\pi-2\arctan(1-\delta)$. The ratio $F$ of apparent to true Hall resistance is therefore
\begin{equation}
\boxed{F=1-\frac{I_{\rm lost}}{I}=\frac12+\frac2\pi\arctan(1-\delta)
\simeq1-\frac{\delta}{\pi}-\frac{\delta^2}{2\pi}}
\label{hall}
\end{equation}
from $\arctan(1-\delta)\simeq\pi/4-\delta/2-\delta^2/4$. The linear term can be read directly: $A$ and $C$ each produce a density $I/(\sqrt2\,\pi a)$ at $B$, inclined at $45^\circ$ to the edge. The tangential parts add to $I/(\pi a)$, and a strip of width $d$ carries the fraction $d/(\pi a)$.

In the opposite limit, a contact at the centre, $\delta\to1$ and $\varepsilon\to\infty$. Both \eqref{sheet} and \eqref{hall} then give one half. The large disparity between the errors belongs to small insets.

\subsection*{Exchanging current and voltage contacts}

If the displaced contact carries current, $\nabla\cdot\mathbf J\neq0$ at an interior point, and \eqref{curl} makes it a vortex as well as a source. The current pattern now depends on $B$, but a reciprocity theorem gives the reading. Let state 1, at field $B$, have current $I$ from $i$ to $j$; let state 2, at field $-B$, have current $I$ from $k$ to $l$. With $\mathbf J=-\sigma\nabla\phi$ and $\sigma(-B)=\sigma(B)^{T}$,
\[
\nabla\phi_2\cdot\mathbf J_1=-\nabla\phi_2\cdot\sigma(B)\nabla\phi_1
=-\nabla\phi_1\cdot\sigma(-B)\nabla\phi_2=\nabla\phi_1\cdot\mathbf J_2 .
\]
Integrate $\nabla\cdot(\phi_2\mathbf J_1-\phi_1\mathbf J_2)$ over the disk, counting the contacts as sources within it. The edge flux vanishes and the gradient terms cancel, leaving
\begin{equation}
\phi_2(i)-\phi_2(j)=\phi_1(k)-\phi_1(l).
\end{equation}
Exchanging the current and voltage pairs while reversing $B$ leaves the resistance unchanged. The Hall reading with a displaced current contact thus has the same magnitude as that with a displaced voltage contact, namely $F R_{xy}$. Averaging the two configurations does not reduce the error.

\subsection*{Several displaced contacts}

For a source at depth $\delta_0$ and a probe at depth $\delta$, the two logarithms in $u$ contain squared distances that are, apart from a common factor $rr_0$ and to second order, $c^2+(\delta-\delta_0)^2$ and $c^2+(\delta+\delta_0)^2$. Their product is $c^4+2c^2(\delta^2+\delta_0^2)$, without a cross term. The factors $r$ and $r_0$ cancel in a four-terminal resistance. At zero field the leading sheet errors therefore add. With a field on, averaging over the two field directions leaves a cross term of order $(R_{xy}/R)^2\delta\delta_0$, so addition then also requires $R_{xy}\ll R$. The Hall errors add at first order because they are the linear terms of a smooth function of the four depths.

\subsection*{Numerical tests}

Current conservation with the full conductivity tensor was solved by finite volumes on a polar grid with 200 angles, using $R_{xy}/R=0.2$ for the Hall readings. At $\delta=0.0899$ the sheet error was $-0.1599\%$, against $-0.1598\%$ from \eqref{sheet}. The Hall error was $-2.997\%$ with either a voltage or a current contact displaced, against $-2.996\%$ from \eqref{hall}.

At the same depth, with contacts at $0^\circ$, $64.8^\circ$, $171^\circ$ and $270^\circ$, the sheet error was $-0.2631\%$, against $-0.2639\%$ from \eqref{general}. The lost Hall current was $3.484\%$, against $3.482\%$ from \eqref{lost}. With all four symmetric contacts displaced, the errors were $-0.635\%$ and $-11.93\%$; four times the single-contact values gives $-0.639\%$ and $-11.98\%$.

\subsection*{Size of the effect in a 2D semiconductor}

Take a disk with $a=10\ \mu$m and one contact at $d=0.5\ \mu$m, so $\delta=0.05$. Let $n=5\times10^{12}\ \mathrm{cm^{-2}}$, the mobility $\mu=50\ \mathrm{cm^2/Vs}$ and $B=1$ T. Then $R=1/(ne\mu)=24\,966\ \Omega$ per square and $R_{xy}=B/(ne)=124.83\ \Omega$.

The leading sheet error is $-0.05^2/(8\ln2)=-0.045\%$, and the full expression gives $-0.047\%$. The leading Hall error is $-0.05/\pi=-1.59\%$, and the full value is $-1.63\%$. The Hall error is 34 times larger. The apparent Hall resistance is $122.79\ \Omega$, so the inferred density $B/(eR_{xy,\rm app})$ rises to $5.08\times10^{12}\ \mathrm{cm^{-2}}$. The inferred mobility, proportional to $R_{xy,\rm app}/R_{\rm app}$, falls to $49.2\ \mathrm{cm^2/Vs}$.

\begin{center}
\begin{tabular}{ccc}
$d$ ($\mu$m) & sheet error (\%) & Hall error (\%)\\
0.25 & $-0.0116$ & $-0.806$\\
0.50 & $-0.0474$ & $-1.632$\\
1.00 & $-0.1995$ & $-3.348$\\
2.00 & $-0.8851$ & $-7.045$
\end{tabular}
\end{center}
From the first row to the second, doubling $d$ multiplies the sheet error by 4.1 and the Hall error by 2.0. For this disk, a 1\% Hall error is reached at $d=0.31\ \mu$m and a 1\% sheet error at $2.1\ \mu$m.

\subsection*{Real contacts and materials}

The density and mobility above are rough values for gated monolayer MoS$_2$ at room temperature. With an effective mass of $0.5\,m_e$ the mean free path is about 2 nm, far below the inset, so a local conductivity is adequate. The point contact is the weaker assumption. A metal lead that comes in from outside touches the film all the way from the edge to its tip.

Consider a thin finger of length $L\ll a$ running radially inward at $B$. By reciprocity, it reads the potential of the bare disk averaged with the distribution of current that the finger would inject. At zero field the radius at $B$ is an equipotential by symmetry, so for $R_{xy}\ll R$ the zero-field distribution suffices. In stronger fields the injected distribution changes, and the coefficient below no longer holds. Reflection in the nearly straight edge turns the finger into a conducting strip of length $2L$, whose injected density is proportional to $1/\sqrt{L^2-y^2}$ at depth $y$. The mean depth is
\[
\langle y\rangle=\int_0^L\frac{2y\,dy}{\pi\sqrt{L^2-y^2}}=\frac{2L}{\pi},
\qquad\text{so}\qquad \frac{\Delta R_{xy}}{R_{xy}}\simeq-\frac{2L}{\pi^2a}.
\]
For a longer finger it is better to measure depth by $s=-\ln r$, with $r$ in units of $a$. Laplace's equation keeps its form in the coordinates $(s,\theta)$, and the edge becomes straight. Putting $1-\delta=e^{-s}$ in \eqref{hall} gives $1-F=s/\pi-s^3/(6\pi)+\dots$, which has no quadratic term. The formula therefore holds to second order if $L/a$ is replaced by the span of the finger in $s$. On the grid, a finger with a span of 0.377 gave $-7.60\%$, against $-7.64\%$ from the formula with this replacement; its actual length, $L/a=0.314$, would give $-6.4\%$. The closeness of the first two numbers is partly a cancellation. Mapping the disk to a half plane with $D$ at infinity puts depth $s$ at height $y=\tanh(s/2)$, where $1-F=(2/\pi)\arctan y$ and the strip distribution is exact. For span $s$ the average is $2s/\pi^2-5s^3/(18\pi^2)+\dots$, which gives $-7.49\%$ here in a weak field. At $R_{xy}/R=0.2$ the field reduces this to about $-7.4\%$. The end of the finger on the grid is uncertain by a fraction of one cell in 12, which shifts the grid value the other way. The test therefore confirms the formula only to within several percent of the error itself. A $1\ \mu$m finger on the example disk has a span of $-\ln0.9=0.105$ and gives $-2.1\%$ (using $L/a$ instead would give $-2.0\%$). Four such fingers give about $-8.5\%$ by addition. These values assume that the metal shorts the film beneath it. If the metal--film interface is resistive, as it often is on MoS$_2$, the injection tends towards uniform and the mean depth towards $L/2$. The error of the $1\ \mu$m finger then falls in magnitude towards $-1.65\%$. For a finger $0.2\ \mu$m wide, treated as a line, it is about $-2.0\%$ at a contact resistivity of $10^{-6}\ \Omega\,\mathrm{cm^2}$ and $-1.8\%$ at $10^{-5}\ \Omega\,\mathrm{cm^2}$.

An angular misplacement $\alpha$ of a voltage probe along the edge adds a zero-field offset. The field there is $RI/(\pi a)$ and the arc is $a\alpha$, so the offset resistance is $R\alpha/\pi$. For $1^\circ$ it is $139\ \Omega$, more than the Hall resistance itself. It is even in $B$, and field reversal removes it; the inset error is odd and survives.

The conversion from Hall resistance to density can be less certain than the geometry. When $\tau$ depends on carrier energy, $R_{xy}$ is multiplied by $\langle\tau^2\rangle/\langle\tau\rangle^2$, with averages weighted by energy times the negative slope of the Fermi function. If $\tau$ is proportional to energy, this factor is 1.42 at the example's density and 300 K (with the mass above and a combined spin and valley degeneracy of 4), and the inferred density is about 30\% too low. If $\tau$ is constant, the factor is 1. These values assume Boltzmann transport. At this mobility the thermal wave number times the mean free path is only about 1, so they indicate the size of the uncertainty and are not a correction to apply. Contact width along the edge and non-uniform density are not included in any of these estimates. The numerical output follows.

\section*{Calculated quantities}
\begin{verbatim}
GRID TEST, one displaced contact (errors in %)
delta | sheet grid, formula | Hall grid V, grid I, formula
0.0899 | -0.1599 -0.1598 | -2.997 -2.997 -2.996
0.2222 | -1.1193 -1.1185 | -7.920 -7.920 -7.917
0.4665 | -6.3880 -6.3848 | -18.806 -18.806 -18.801
unequal angles: 0.0, 64.8, 171.0, 270.0 deg, delta = 0.0899
  sheet error grid, formula: -0.2631, -0.2639 %
  Hall current lost grid, formula: 3.484, 3.482 %
four displaced, delta = 0.0899
  sheet error grid, sum of four: -0.6346, -0.6391 %
  Hall error grid, sum of four: -11.934, -11.982 %
metal finger Hall error grid, formula: -7.60, -7.64 %
EXAMPLE
disk radius 10.0 um, contact inset 0.50 um, delta = 0.050
density 5.00e+12 cm^-2, mobility 50.0 cm2/Vs
field 1.0 T, temperature 300 K, mass 0.50 m_e, degeneracy 4
true sheet resistance: 24966.0 ohm per square
apparent sheet resistance: 24954.2 ohm per square
sheet error: -0.0474 %, leading estimate -0.0451 %
true Hall resistance: 124.83 ohm
apparent Hall resistance: 122.79 ohm
Hall error: -1.632 %, leading estimate -1.592 %
apparent density: 5.0830e+12 cm^-2
apparent mobility: 49.207 cm2/Vs, error -1.585 %
ratio of Hall error to sheet error: 34.4
inset (um) | sheet error (%) | Hall error (%)
0.25 | -0.0116 | -0.806
0.50 | -0.0474 | -1.632
1.00 | -0.1995 | -3.348
2.00 | -0.8851 | -7.045
inset for 1 % Hall error: 0.309 um
inset for 1 % sheet error: 2.113 um
NEGLECTED EFFECTS
metal finger 1.0 um long, Hall error: -2.03 %
offset from 1.0 deg misplacement: 138.7 ohm
Rxy/R: 0.0050
mean free path (thermal speed): 1.92 nm
Fermi level above band edge: -0.530 kT
Hall factor, scattering time ~ energy: 1.420
\end{verbatim}
